Zero net force and torque from total gradients in atom-centered bases

**1. A molecule that seems to push itself**

Three nuclei and four electrons are alone in space. Nothing outside acts on them, so the forces on the nuclei, defined as minus the derivatives of the electronic-plus-nuclear energy, should have zero sum and zero total torque. Yet the electrostatic forces on the nuclei, computed from a converged Hartree-Fock density in a small Gaussian basis, add up to (1.94, 1.08, 0.97) eV/Å in the example below.

The missing part comes from the basis functions, which travel with the nuclei. Once their motion is included, the net force vanishes. The net torque vanishes too, but it is guaranteed only under stronger conditions: stationary orbitals together with complete angular shells suffice.

The example is a model with round parameters, not a real molecule:

center 1: Z = 2.5 at (0.2, 0.1, −0.3) Å
center 2: Z = 0.9 at (1.4, 0.4, 0.0) Å
center 3: Z = 0.6 at (0.0, 1.1, 0.5) Å

Each center carries three s Gaussians (exponents exactly 5.0, 1.2 and 0.3 bohr⁻², about 17.86, 4.29 and 1.07 Å⁻²) and one p shell (exactly 0.6 bohr⁻², about 2.14 Å⁻²), each function normalized to one. Four decimals are kept below where they serve to check an identity. The numerical check tests the relations numerically.

**2. Energy and conventions**

The algebra is in atomic units. Nucleus A has charge Z_A and position R_A. A real basis function on A is a fixed shape,

χ_μ(r) = φ_μ(r − R_A),

which moves with A but keeps its orientation in the laboratory. There is no external field, and integrals are evaluated analytically.

For closed-shell Hartree-Fock, let the columns of C be the occupied orbitals, with CᵀSC = 1 and S the overlap matrix. Define

D = 2CCᵀ
(μν|κλ) = ∫∫ χ_μ(r₁)χ_ν(r₁) |r₁ − r₂|⁻¹ χ_κ(r₂)χ_λ(r₂) dr₁dr₂
G_μν(D) = Σ_κλ D_κλ [(μν|κλ) − ½(μκ|νλ)].

With h the kinetic energy plus the attraction to all nuclei, and V the nuclear repulsion,

E = Tr Dh + ½ Tr DG(D) + V,  F = h + G(D).

Stationary orbitals satisfy FC = SCε, where ε is the diagonal matrix of occupied levels. In the example these levels are −40.1 and −5.3 eV, and the lowest empty one is at 6.3 eV.

**3. The total gradient**

Move the nuclei slightly and follow one smooth branch of stationary solutions. The energy changes through the integrals and through D. The second change is

Tr h dD + ½ Tr dD G(D) + ½ Tr D G(dD) = Tr F dD,

because the symmetry of the repulsion integrals gives Tr D G(dD) = Tr dD G(D). Insert dD = 2(dC Cᵀ + C dCᵀ). Both terms have the same trace with the symmetric F, so

Tr F dD = 4 Tr dCᵀFC = 4 Tr dCᵀSCε.

The orbital change is tied to the overlap change by the differentiated constraint

dCᵀSC + CᵀdS C + CᵀS dC = 0.

Multiply by ε and take the trace. The first and third terms are equal, being traces of transposed matrices, hence

2 Tr dCᵀSCε = −Tr εCᵀdS C,
Tr F dD = −2 Tr εCᵀdS C = −Tr W dS,  W = 2CεCᵀ.

Since CᵀFC = ε, we also have W = ½DFD. This second form can be evaluated for an unconverged density as well.

The orbital response has disappeared. Everything left is a derivative of integrals:

g_A = dE/dR_A = ∂L/∂R_A at fixed D and W,
L = Tr Dh + ½ Tr DG(D) + V − Tr WS.

The force is F_A = −g_A; the atom subscript distinguishes it from the Fock matrix F.

Each R_A enters L in two roles. As the position of a nucleus it appears in the attraction operator and in V; its derivative there gives the Hellmann-Feynman force. As the center of basis functions it appears in all electronic integrals; this gives the Pulay force. The total is their sum.

**4. Translating a single integral**

Let an integral depend on centers X₁, …, X_n, one for each basis function and one for the attracting nucleus if there is one. Treat them as independent variables, even if some coincide in the molecule.

Shift all of them by t, and substitute r = r′ + t for every electron coordinate. Each basis function depends on r − (X_k + t) = r′ − X_k, so it returns to its unshifted form. The same holds for the distance to the nucleus. The distance |r₁ − r₂|, the Laplacian and the volume element do not change. Therefore

I(X₁ + t, …, X_n + t) = I(X₁, …, X_n),

and differentiation at t = 0 gives

Σ_k ∂I/∂X_k = 0.

One center derivative thus follows from the others:

overlap and kinetic energy: ∂_b = −∂_a
attraction to nucleus C: ∂_C = −∂_a − ∂_b
repulsion (ab|cd): ∂_d = −∂_a − ∂_b − ∂_c.

For a repulsion integral on four centers, nine Cartesian components determine all twelve.

The attraction case can be traced explicitly. Let

v = −Z_C ∫ χ_a χ_b / |r − R_C| dr.

Moving a function's center differentiates it with a minus sign, ∂χ_a/∂R_a = −∇χ_a. Hence

∂_a v = Z_C ∫ (∇χ_a)χ_b / |r − R_C| dr,
∂_b v = Z_C ∫ χ_a(∇χ_b) / |r − R_C| dr,
∂_C v = −Z_C ∫ ∇(χ_aχ_b) / |r − R_C| dr.

Integrate the last line by parts. The surface term at infinity vanishes because the functions decay. That on a small sphere around the nucleus vanishes because its area shrinks as the radius squared while the potential grows only as the inverse radius. With ∇|r − R_C|⁻¹ = −(r − R_C)/|r − R_C|³,

∂_C v = −Z_C ∫ χ_aχ_b (r − R_C)/|r − R_C|³ dr.

This is the direct derivative of the operator, an electric-field integral. Translation supplies it without a separate evaluation.

Take the most diffuse s functions on centers 1 and 2 and the attraction to nucleus 3. The x derivatives with respect to the two function centers are −2.8952 and 4.0466 eV/Å, so

∂_C v = −(−2.8952 + 4.0466) = −1.1514 eV/Å.

Displacing the nucleus in the operator gives the same value. For a repulsion integral of four such s functions, with a fourth basis center at (1.0, −0.6, 0.9) Å, the first three derivatives give

∂_d = −(0.7483 − 0.8536 + 0.7201) = −0.6148 eV/Å,

again in agreement with a displacement of the fourth center.

When centers coincide, the chain rule adds their slots. If a and b both sit on atom A and the nucleus is C, the derivative with respect to R_A is ∂_a + ∂_b = −∂_C. If all slots belong to one atom, the total derivative is zero.

**5. The net force**

Displace all atoms by the same t, holding D and W fixed. By the previous part no integral changes, and V depends only on internuclear distances. So L does not change, and

Σ_A g_A = Σ_A ∂L/∂R_A = 0,  hence Σ_A F_A = 0.

No property of the orbitals was used. The sum vanishes for any fixed symmetric D and W, converged or not, and for incomplete shells.

The y components in the example, in eV/Å, are

center 1: −3.5119 (Hellmann-Feynman) − 2.0590 (Pulay) = −5.5709
center 2: 3.6116 + 0.4983 = 4.1099
center 3: 0.9795 + 0.4815 = 1.4610
sum: 1.0792 − 1.0792 = 0.0000.

The two partial sums cancel each other, but neither is zero. The Pulay sum has a simple meaning. Moving all basis centers together while the nuclei stay fixed shifts the orbitals rigidly. Their overlaps do not change, so the Pulay sum is minus the energy derivative for this shift.

If the basis could represent the shifted orbitals to first order, the shift would be an allowed variation, and stationarity would make that derivative zero. The Hellmann-Feynman forces would then sum to zero by themselves. In a finite basis the shifted orbitals generally leave the available space. The electron cloud is not in balance against a rigid shift, and the nuclei feel the reaction, equal and opposite to the net force they exert on it.

**6. Rotating the basis**

Rotation needs more care, because the functions do not turn with the molecule. Let Q be a rotation matrix and let QR denote the geometry with every R_A replaced by QR_A. Suppose each angular shell is complete: all 2l + 1 functions of a given l are present with one common radial factor. A rotated harmonic polynomial of degree l is again one of degree l, so

φ_μ(Qr) = Σ_κ φ_κ(r) U_κμ.

The matrix U mixes functions only within a shell on one atom. For an s function it is 1. For a p shell, φ_i(r) = r_i f(|r|) gives

φ_i(Qr) = Σ_j Q_ij r_j f(|r|) = Σ_j φ_j(r) Q_ij,

so U_ji = Q_ij, that is U = Qᵀ.

In the overlap at the rotated geometry, substitute r = Qr′. A function on A becomes φ_μ(Q(r′ − R_A)), which is a combination of the original functions with coefficients U. The same substitution leaves the Laplacian and all distances unchanged. Therefore

S(QR) = UᵀS(R)U,  h(QR) = Uᵀh(R)U,

and each repulsion integral acquires one factor U for each of its four indices.

Now take C′ = U⁻¹C at the rotated geometry, so that D′ = U⁻¹D(U⁻¹)ᵀ. The factors cancel in each ingredient:

C′ᵀS(QR)C′ = CᵀSC = 1
Tr D′h(QR) = Tr Dh
F′ = UᵀFU
F′C′ = UᵀFC = UᵀSCε = S(QR)C′ε.

The repulsion energy is unchanged for the same reason, and so is V. A stationary solution is carried into a stationary solution of equal energy. If the solution is isolated, apart from mixing of occupied orbitals among themselves, this is the branch followed continuously from R, and

E(QR) = E(R).

**7. The net torque**

For a small angle θ about a unit vector n, R_A moves by θ n×R_A. Differentiating the last equation gives

0 = Σ_A g_A·(n×R_A) = n·Σ_A R_A×g_A,

by cyclic permutation of the triple product. Since n is arbitrary,

τ = Σ_A R_A×F_A = 0.

Moving the origin by c changes τ by −c×Σ_A F_A, which is zero here. The torque of the Hellmann-Feynman forces alone does depend on the origin, because their sum is not zero.

For the z component in the example, each center contributes xF_y − yF_x, in eV:

center 1: 0.2(−5.5709) − 0.1(−5.7979) = −0.534
center 2: 1.4(4.1099) − 0.4(1.6547) = 5.092
center 3: 0.0(1.4610) − 1.1(4.1432) = −4.558
sum: 0.000.

**8. Where stationarity enters**

The gradient formula can also be evaluated with a density that is not converged. Its torque then follows from the transformation of the integrals. Each index of D or W in L meets one factor U, so rotating the geometry at fixed D and W is equivalent to keeping the geometry and replacing

D → UDUᵀ,  W → UWUᵀ.

For a small angle U = 1 + θK, and per unit angle D changes by KD + DKᵀ, W by KW + WKᵀ. The derivative of L with respect to D is F, by part 3, and with respect to W it is −S. Hence

n·Σ_A R_A×g_A = Tr F(KD + DKᵀ) − Tr S(KW + WKᵀ)
= 2 Tr DFK − 2 Tr WSK.

The two terms in each bracket have equal traces because D, F, W and S are symmetric. With W = ½DFD,

n·τ = −2 Tr[DF(1 − ½DS)K].

At convergence FDS = SDF, and orthonormal orbitals give DSD = 2D. Then

DFDS = DSDF = 2DF,

so DF − ½DFDS = 0 and the torque vanishes, as part 7 requires.

As an unconverged case, take the density built from the lowest orbitals of h alone. The largest element of FDS − SDF is 17.6 eV. The net force is still zero, but the torque is (0.0087, 0.1478, −0.1826) eV, both from the forces and from the trace formula.

A basis of s functions alone is a special case: K = 0, and the torque vanishes for any symmetric D and W. There a zero torque says nothing about convergence.

**9. An error that the net force cannot see**

Suppose the term −Tr WS is left out of L. The overlap is translation invariant by itself, so the remaining gradients still sum to zero. In the example they do, although the largest error in a force component, relative to the derivative of the re-solved energy, is 3.04 eV/Å.

The torque does respond. Without the W term, part 8 gives n·τ = −2 Tr DFK, which need not vanish; in the example the forces give (0.0024, 0.0402, −0.0497) eV. This is small beside the largest force error times a lever arm of about 1 Å, so the size of a residual torque is no measure of the force error.

The torque can also miss the mistake. In a diatomic molecule with an axially symmetric density, the forces lie along the axis. Equal and opposite forces on one line have no torque, whatever their magnitude. With complete shells, zero net force and zero net torque are necessary conditions on the derivative of the converged energy, not proof that a computed gradient is right.

A related caution applies to part 4. If the operator derivative was obtained from translation, its contribution cancels by construction, and the zero sum cannot confirm it. The same is true if the last force is found from the others. From the first two y components, F₃ = 5.5709 − 4.1099 = 1.4610 eV/Å, but the sum of the three then tests nothing. Displacing a center, or differentiating the re-solved energy, gives an independent check.

**10. An incomplete shell**

Remove p_x from center 1 and solve again. The energy rises by 0.0452 eV, as expected for the lowest closed-shell solution in a smaller variational space (in this model a spin-unrestricted solution would lie lower in either basis; all numbers here refer to the closed-shell one). Translation is unaffected, and the net force remains zero. But p_y and p_z do not form a closed set under a general rotation, so the argument of part 6 fails.

The converged torque is now (0.0000, −0.0370, 0.0412) eV. It agrees with minus the derivative of the re-solved energy with respect to the angle about each axis. The torque is therefore not an error of the gradient formula, whose derivation in part 3 did not use complete shells; it is the energy that depends on orientation. The x component vanishes for a definite reason: a rotation about x mixes p_y and p_z only with each other, so for this axis the basis is still closed.

Turning the nuclei by 90° about z lowers the energy of the reduced model by 0.0323 eV. Seen from the molecule, the missing function is then p_y instead of p_x. Relative to the full basis, its absence costs 0.0452 − 0.0323 = 0.0129 eV. With full shells the same turn leaves the energy unchanged.

**11. Other ways to lose the sum rules**

Each proof shows what would break it. A fixed external charge, or a basis function fixed in space, does not move with the atoms, so the forces on the atoms alone need not sum to zero. If such a center is counted as one more movable center and its derivative is included, the translation sum is restored.

Numerical integration, as used for density functionals, adds another condition. A grid fixed in space generally breaks translational invariance. If the points move with the atoms and the weights depend only on relative positions, a common shift leaves the quadrature sum unchanged. The gradients then sum to zero, provided the derivatives of points and weights are included. For the torque, the grid must also turn with the molecule; points that merely follow the atoms while keeping their laboratory orientation do not ensure this.

Values computed for the example and the checks

```
Nuclear charges: 2.5 0.9 0.6 e
Electrons: 4
Center 1 position: 0.2 0.1 -0.3 angstrom
Center 2 position: 1.4 0.4 0.0 angstrom
Center 3 position: 0.0 1.1 0.5 angstrom
s exponents: 17.8553 4.2853 1.0713 angstrom^-2
p exponent: 2.1426 angstrom^-2
Total energy: -137.3868 eV
Occupied levels: -40.1139 -5.3028 eV
Lowest empty level: 6.3073 eV
Total force, center 1: -5.7979 -5.5709 -4.7859 eV/angstrom
Total force, center 2: 1.6547 4.1099 3.4058 eV/angstrom
Total force, center 3: 4.1432 1.4610 1.3800 eV/angstrom
Total force, sum: 0.0000 0.0000 0.0000 eV/angstrom
Total torque, sum: 0.0000 0.0000 0.0000 eV
Hellmann-Feynman force, center 1: -2.5280 -3.5119 -2.9633 eV/angstrom
Hellmann-Feynman force, center 2: 0.9305 3.6116 2.9680 eV/angstrom
Hellmann-Feynman force, center 3: 3.5343 0.9795 0.9612 eV/angstrom
Hellmann-Feynman force, sum: 1.9367 1.0792 0.9659 eV/angstrom
Hellmann-Feynman torque, sum: 0.4049 -1.0370 0.3468 eV
Pulay force, center 1: -3.2699 -2.0590 -1.8225 eV/angstrom
Pulay force, center 2: 0.7243 0.4983 0.4379 eV/angstrom
Pulay force, center 3: 0.6089 0.4815 0.4188 eV/angstrom
Pulay force, sum: -1.9367 -1.0792 -0.9659 eV/angstrom
Pulay torque, sum: -0.4049 1.0370 -0.3468 eV
Largest gap, fixed-D vs re-solved force: 1.2e-09 eV/angstrom
Single integrals, most diffuse s functions, x derivatives:
Attraction: bra, ket, operator from translation: -2.8952 4.0466 -1.1514 eV/angstrom
Attraction: operator center displaced: -1.1514 eV/angstrom
Fourth basis center: 1.0 -0.6 0.9 angstrom
Repulsion: centers 1, 2, 3, and 4 from translation: 0.7483 -0.8536 0.7201 -0.6148 eV/angstrom
Repulsion: center 4 displaced: -0.6148 eV/angstrom
Unconverged: largest element of FDS-SDF: 17.6436 eV
Unconverged: net force: 0.0000 0.0000 0.0000 eV/angstrom
Unconverged: net torque: 0.0087 0.1478 -0.1826 eV
Unconverged: torque from trace formula: 0.0087 0.1478 -0.1826 eV
No overlap term: net force: 0.0000 0.0000 0.0000 eV/angstrom
No overlap term: net torque: 0.0024 0.0402 -0.0497 eV
No overlap term: largest force error: 3.0423 eV/angstrom
p_x removed: energy rise: 0.0452 eV
p_x removed: net force: 0.0000 0.0000 0.0000 eV/angstrom
p_x removed: net torque: 0.0000 -0.0370 0.0412 eV
p_x removed: minus dE/dangle: 0.0000 -0.0370 0.0412 eV
Energy change, 90 deg about z, full shells: 0.0000 eV
Energy change, 90 deg about z, p_x removed: -0.0323 eV
```
